# Boundary-Charge Schemes at a Cut C-C Bond: Deprotonation of Ethanol

## Problem

Ethanol, CH3CH2OH, is divided at its C-C bond. The CH2OH part is treated by quantum mechanics, and the methyl group is replaced by classical point charges. The open valence of the quantum carbon, Q1, is closed by a link hydrogen on the line of the cut bond, so the quantum molecule is methanol. The classical carbon is called M1 and its three hydrogens M2.

The quantity of interest is the vertical deprotonation energy

$$D=E(\text{anion})-E(\text{neutral}),$$

with all remaining nuclei held fixed. The removed proton is at rest at infinity and has no electronic energy.

The classical charges are round model values: $q_H=+0.06$ on each M2 and $q_1=-3q_H=-0.18$ on M1. The methyl group is therefore neutral. Because M1 lies very close to the link hydrogen, one may alter its charge. Three ways of doing so are to be compared:

1. **Deleted charge:** $q_1$ is removed and the M2 charges are kept.
2. **Charge shift:** $q_1$ is moved in equal parts to the M2 atoms, and a pair of charges at each M2 restores the dipole.
3. **Redistributed charge and dipole (RCD):** $q_1$ is moved to the midpoints of the M1-M2 bonds, and the charges are adjusted to keep the bond dipoles.

Find the charges that schemes 2 and 3 require. Estimate how each scheme changes $D$, then compute $D$ and compare it with the value for the whole molecule treated quantum mechanically.

Hartree atomic units are used. All bond angles are tetrahedral, the O-H bond is anti to the C-C bond, and the methyl group is staggered. The lengths are 2.88 (C-C), 2.06 (C-H), 2.68 (C-O) and 1.82 bohr (O-H). The electronic method is restricted Hartree-Fock in the 6-31+G* basis with spherical d functions. Electron correlation, nuclear relaxation and vibration are left out of every value, including the reference. Classical terms other than the point-charge interaction, such as a torsion term involving the lost proton, are taken not to change.

## First estimate by scaling

Deprotonation changes the charge of the quantum region by $-1$. As a first estimate, put this whole change on the oxygen nucleus. If the classical charges produce a potential $\phi$ there, $D$ changes by $-\phi$.

**Deleted charge.** The three remaining charges have the sum $Q=3q_H=0.18$. The distance from M1 to oxygen is $R=4.541$ bohr. The monopole estimate is

$$-\frac{Q}{R}=-\frac{0.18}{4.541}=-0.040\ \text{hartree}.$$

**Dipole-conserving schemes.** Here the net charge is zero and the dipole leads. Let $\mathbf a$ be the unit vector from Q1 to M1, $\mathbf n_i$ the unit vectors from M1 to the three M2 atoms, and $b=2.06$ bohr the M1-M2 length. The four bond directions at M1 are $-\mathbf a,\mathbf n_1,\mathbf n_2,\mathbf n_3$. Tetrahedral unit vectors sum to zero, so $\sum_i\mathbf n_i=\mathbf a$, and the dipole is

$$\mathbf p=q_Hb\sum_i\mathbf n_i=q_Hb\,\mathbf a,\qquad p=0.06\times2.06=0.1236 .$$

It points away from the quantum region, which therefore faces its negative end. Let $\mathbf t$ be the unit vector from Q1 to oxygen, with $\mathbf a\cdot\mathbf t=-1/3$. The vector from M1 to oxygen is $\mathbf R=2.68\,\mathbf t-2.88\,\mathbf a$, so

$$\mathbf a\cdot\mathbf R=-\frac{2.68}{3}-2.88=-3.773 .$$

The change of $D$ is then

$$-\frac{\mathbf p\cdot\mathbf R}{R^3}=\frac{0.1236\times3.773}{4.541^3}=+0.005\ \text{hartree}.$$

The estimate thus predicts opposite signs: the deleted-charge scheme makes deprotonation of the capped molecule easier by a large amount, while the other two make it slightly harder. It cannot distinguish charge shift from RCD, which share the same charge and dipole. Nor does it say how far the capped molecule itself lies from ethanol.

## Solution

### The charges

In the charge-shift scheme each M2 receives $q_0=q_1/3=-0.06$. Moving $q_0$ from M1 to M2 adds a dipole $q_0b\,\mathbf n_i$. A compensating dipole $-q_0b\,\mathbf n_i$ is needed, which points outward because $q_0<0$. It is made from charges $\pm g$ placed on the bond line at $b\pm\delta/2$ from M1, with the positive charge outside:

$$g\delta=-q_0b,\qquad g=\frac{0.06\times2.06}{0.4}=0.309\quad(\delta=0.4\ \text{bohr}).$$

The charge on M2 itself is $q_H+q_0=0$, so in this example only the pairs remain.

For RCD, let the midpoint carry $x$ and let M2 carry $q_H+y$. Keeping the total charge and the bond dipole requires

$$x+y=q_0,\qquad x\frac b2+yb=0 .$$

The second equation gives $y=-x/2$. The first then gives $x=2q_0$ and $y=-q_0$. Each midpoint carries $-0.12$, and each M2 carries $q_H-q_0=+0.12$.

Two further sets serve as controls. The *intact* set keeps all original charges. *Plain redistribution* puts $q_0$ at each midpoint and leaves M2 unchanged. Its bond dipole is $q_0b/2+q_Hb=q_Hb/2$, half the intact value.

### How the two dipole-conserving fields differ

The first difference appears in the second moment along each bond, measured from M1. For the intact set it is $q_Hb^2$. For RCD it is

$$2q_0\frac{b^2}{4}+(q_H-q_0)b^2=q_Hb^2-\tfrac12q_0b^2 .$$

For charge shift the pair contributes

$$g\left[\left(b+\tfrac{\delta}{2}\right)^2-\left(b-\tfrac{\delta}{2}\right)^2\right]=2gb\delta=-2q_0b^2,$$

and the total is $(q_H+q_0)b^2-2q_0b^2=q_Hb^2-q_0b^2$. The second-moment error $m$ is therefore $-q_0b^2$ for shift and half of that for RCD.

To see its effect at a distance $r$ from M1 in the direction $\mathbf u$, expand the potential of a unit charge at $s\mathbf n$:

$$\frac1{|r\mathbf u-s\mathbf n|}=\frac1r+\frac{s\,\mathbf n\cdot\mathbf u}{r^2}+\frac{s^2[3(\mathbf n\cdot\mathbf u)^2-1]}{2r^3}+\cdots$$

The first two terms agree with those of the intact set. For the third, four tetrahedral directions satisfy $\sum(\mathbf n\cdot\mathbf u)^2=4/3$. Removing the direction $-\mathbf a$ leaves $4/3-(\mathbf a\cdot\mathbf u)^2$ for the three M1-M2 bonds. The leading potential error is

$$\Delta\phi=\frac{m}{2r^3}\left[1-3(\mathbf a\cdot\mathbf u)^2\right].$$

On the C-C axis the bracket is $-2$, so $\Delta\phi=q_0b^2/r^3$ for shift and $q_0b^2/(2r^3)$ for RCD. Explicit Coulomb sums at a large distance confirm both limits. This favours RCD far from the cut, except in directions near the cone $(\mathbf a\cdot\mathbf u)^2=1/3$, where the bracket vanishes and higher moments decide. Oxygen is only about two M1-M2 bond lengths from M1, so the result need not carry over to it.

### The embedded energy

A classical charge $q_i$ at $\mathbf R_i$ adds $-q_i/|\mathbf r-\mathbf R_i|$ to the Hamiltonian for each electron, and an energy $q_iZ_A/|\mathbf R_A-\mathbf R_i|$ for each quantum nucleus. The energy of the classical charges among themselves is the same before and after deprotonation and cancels in $D$.

Let $\Phi_0$ be the Hartree-Fock determinant of the bare capped molecule, that is, without classical charges. Its density $\rho$ produces the potential

$$V(\mathbf R)=\sum_A\frac{Z_A}{|\mathbf R-\mathbf R_A|}-\int\frac{\rho(\mathbf r)}{|\mathbf r-\mathbf R|}\,d^3r .$$

With this density frozen, the interaction energy is $\sum_iq_iV(\mathbf R_i)$. Since $\Phi_0$ is a permitted trial determinant for the embedded problem, the minimized embedded energy cannot lie higher:

$$E=E_{\text{bare}}+\sum_iq_iV(\mathbf R_i)+P,\qquad P\le0 .$$

Here $P$ is the polarization energy, the gain from letting the orbitals adapt to the charges. Writing this for both states and subtracting gives

$$D-D_{\text{bare}}=\sum_iq_i\,\Delta V(\mathbf R_i)+P_{\text{anion}}-P_{\text{neutral}},$$

where $\Delta V=V_{\text{anion}}-V_{\text{neutral}}$. Each $P$ is non-positive, but their difference may have either sign.

### First-order sums

The computed $\Delta V$, in hartree per unit charge, is as follows. One M2 is anti to oxygen and two are gauche.

| Site | anti | each gauche |
|---|---:|---:|
| midpoint | -0.2161 | -0.2203 |
| M2 | -0.1824 | -0.1934 |
| outer pair charge | -0.1765 | -0.1886 |
| inner pair charge | -0.1886 | -0.1983 |

At M1, $\Delta V=-0.2429$. Adding one anti and two gauche values before rounding gives $-0.5692$ for M2, $-0.6567$ for the midpoints, $-0.5537$ for the outer charges and $-0.5853$ for the inner charges. The first-order changes of $D$, in hartree, are

$$
\begin{aligned}
\text{deleted:}\quad&0.06(-0.5692)=-0.0342,\\
\text{shift:}\quad&0.309(-0.5537+0.5853)=+0.0098,\\
\text{RCD:}\quad&-0.12(-0.6567)+0.12(-0.5692)=+0.0105,\\
\text{intact:}\quad&-0.18(-0.2429)+0.06(-0.5692)=+0.0096 .
\end{aligned}
$$

Polarization alters these changes little. In the RCD field, for instance, $P_{\text{neutral}}=-0.0026$ and $P_{\text{anion}}=-0.0029$ hartree. Their difference is $-0.0003$, and the full change becomes $+0.0102$ hartree.

As a numerical check, the derivative of $D$ with respect to the strength of the RCD charges was taken from self-consistent energies. It agrees with a separate quadrature of the electron density; both give 0.01049 hartree.

### Against the full calculation

The all-quantum energies are $-153.44673$ hartree for ethoxide and $-154.07976$ hartree for ethanol. Their difference is

$$D_{\text{full}}=0.6330\ \text{hartree}\quad(1662\ \text{kJ/mol}).$$

The bare capped molecule gives $D_{\text{bare}}=0.6360$ hartree. These values are not converged in the basis. Cartesian d functions give $D_{\text{full}}=0.6334$ hartree. The aug-cc-pVDZ basis gives $D_{\text{full}}=0.6384$ and $D_{\text{bare}}=0.6409$ hartree, so their difference falls from 0.0030 to 0.0025 hartree. The errors below are $D-D_{\text{full}}$ in 6-31+G*; in aug-cc-pVDZ they move by up to 3 kJ/mol and keep their order.

| Treatment | Error (hartree) | Error (kJ/mol) |
|---|---:|---:|
| deleted charge | -0.0314 | -82 |
| charge shift | +0.0125 | +33 |
| RCD | +0.0132 | +35 |
| intact charges | +0.0122 | +32 |
| plain redistribution | +0.0082 | +21 |
| no charges | +0.0030 | +8 |

Of the three schemes posed, charge shift has the smallest error, RCD is close behind, and deleted charge is clearly the worst. The bare molecule, however, is nearer to the reference than any of them. It also corresponds to a wider deletion, in which the M2 charges are removed together with M1. The phrase "deleted charge" therefore needs its range stated: here one version leaves a charged environment and the other leaves none.

The result follows from splitting the error:

$$D-D_{\text{full}}=(D_{\text{bare}}-D_{\text{full}})+(D-D_{\text{bare}}).$$

The first bracket, $+0.0030$ hartree, is common to all schemes. It contains the replacement of methyl by hydrogen, every quantum response of the methyl group, and the loss of the methyl basis functions, which in a finite basis also help to describe the CH2OH part. This calculation does not separate these contributions. Agreement would require the charges to contribute $-0.0030$ hartree. The dipole-conserving fields contribute about $+0.010$ hartree, which has the wrong sign.

Reproducing the intact field more faithfully cannot repair this, because the intact set itself changes $D$ by $+0.0092$ hartree. The first-order contribution of the intact set is proportional to $q_H$, so matching the reference at that order would need

$$q_H\approx0.06\times\frac{-0.0030}{0.0096}\approx-0.02 .$$

That reverses the C-H bond dipoles. Such a fit would load the common error onto a static field, with no assurance that it would serve another reaction.

Agreement with the full calculation must therefore be kept apart from fidelity to the intact classical field. Relative to the intact set, $D$ is off by $+0.0003$ hartree for shift, $+0.0009$ for RCD and $-0.0436$ for deleted charge (in aug-cc-pVDZ $+0.0006$, $+0.0010$ and $-0.0434$). Plain redistribution has a smaller total error than shift or RCD, but it is off by $-0.0041$ hartree on this second measure. It halves a dipole whose effect on $D$ has the wrong sign, so it adds only $+0.0052$ hartree to the common $+0.0030$. Its better total comes from a weaker field, not from a more faithful one.

The intact set is itself an imperfect standard, since M1 lies 0.82 bohr from the link hydrogen. It polarizes the neutral molecule by $-0.0039$ hartree, against $-0.0013$ for charge shift. Most of this cancels in $D$, because the anion is polarized by a similar amount. A process that changes the electrons near the link might not benefit from such a cancellation.

## Comparison of estimate and solution

The scaling estimate gave the correct signs. For deleted charge, $-0.040$ hartree compares with a computed change of $-0.034$. For the dipole-conserving schemes, $+0.005$ compares with about $+0.010$, so the estimate is low by a factor of two.

Besides leaving out polarization, which in this basis changes $D$ by only $-0.0002$ to $-0.0003$ hartree for the three schemes and the intact set (up to $-0.0005$ in aug-cc-pVDZ), the estimate made two approximations: it kept only the leading moment, and it put the whole charge change on oxygen. The first can be removed by summing over the actual charge positions while keeping the point charge $-1$ on oxygen. This replaces $\Delta V(\mathbf R_i)$ by $-1/d_i$, where $d_i$ is the distance from oxygen. From the geometry, $d=6.314$ bohr for the anti M2 and $5.014$ bohr for each gauche M2. For the intact set,

$$\frac{0.18}{4.541}-0.06\left(\frac1{6.314}+\frac2{5.014}\right)=0.0396-0.0334=+0.0062 .$$

The same sum with the midpoint distances, 5.402 and twice 4.671 bohr, gives for RCD

$$0.12\left(\frac1{5.402}+\frac2{4.671}-\frac1{6.314}-\frac2{5.014}\right)=+0.0067 .$$

For shift, treat each pair as a point dipole $0.1236\,\mathbf n_i$ at M2. With $\mathbf d_i$ the vector from M2 to oxygen, $\mathbf n_i\cdot\mathbf d_i$ is $-5.700$ for anti and $-2.127$ for gauche, so the change is

$$0.1236\left(\frac{5.700}{6.314^3}+\frac{2\times2.127}{5.014^3}\right)=+0.0070 .$$

These values can be set beside the first-order sums that use the computed density change:

| Set | point charge on O | computed density |
|---|---:|---:|
| intact | 0.0062 | 0.0096 |
| RCD | 0.0067 | 0.0105 |
| shift | 0.0070 | 0.0098 |

For the intact set, restoring the positions raises the estimate from 0.0050 to 0.0062 hartree, and the real density change raises it further to 0.0096. In this order the second step is the larger one, but the split is not unique. If the point dipole is kept at M1 and placed in the computed $\Delta V$, the result is only 0.0042 hartree, below the first estimate, and restoring the positions then supplies more than the whole net rise. The two corrections are not additive, and both are needed to reach 0.0096. The point charge on oxygen is in any case a crude picture. In reality a proton disappears from the hydroxyl hydrogen and the electrons rearrange over the whole quantum region. At M1, for example, $\Delta V$ is $-0.243$, whereas the point charge gives $-1/4.541=-0.220$.

The table also shows why the long-range argument fails to rank the schemes here. With a point charge on oxygen, RCD is closer to the intact set than shift is, in the order suggested by the second moments. With the computed density change the order reverses. The order therefore depends on where the charge change lies relative to the cut, which the multipole argument about a distant point leaves out. Even a single point charge $-1$ reverses it when placed midway along the C-O bond, where RCD and shift differ from the intact set by $+0.0006$ and $+0.0003$ hartree.

At first order, the scaling laws become reliable when the classical charges are far from the whole region where the charge changes. To show this, the classical charges were moved until M1 was 103.8 bohr from oxygen, with the capped molecule unchanged. The first-order effect of the deleted-charge set is then $-0.00172$ hartree, and $-Q/R$ gives $-0.00173$. For RCD the effect is $1.2\times10^{-5}$ hartree, in agreement with the dipole estimate $p/R^2=0.1236/103.8^2$. The spurious monopole falls as $1/R$ and the dipole effect as $1/R^2$, so the disadvantage of leaving a net charge grows with distance in relative terms.

What carries over from this example is the need to conserve charge when a reaction changes the charge of the quantum region. The small difference between shift and RCD does not carry over as a general ranking: it was found for one geometry, with a reacting site next to the cut. The value of $q_H$ is not the cause, since every charge in these sets is proportional to $q_H$ and their first-order fidelity to the intact field keeps its order when $q_H$ is scaled. To reduce the error that both share, one would have to improve the description of the methyl group itself, for instance by moving the cut farther from the oxygen.

## Numbers as computed

```
Lengths C-C, C-H, C-O, O-H (bohr): 2.88 2.06 2.68 1.82
Charges M1, M2, q0 (e): -0.18 0.06 -0.06
Shift: pair separation 0.4 bohr, pair charge 0.309 e
M1 to link hydrogen: 0.82 bohr
M1 to oxygen: 4.541 bohr
E ethanol, ethoxide (hartree): -154.079761 -153.446729
E capped neutral, anion (hartree): -115.038880 -114.402854
D full: 0.633032 hartree = 1662.0 kJ/mol
D bare capped: 0.636026 hartree
Bare minus full: 0.002994 hartree = 7.9 kJ/mol
dV at charge sites (hartree/e); anti and gauche to oxygen:
  M1: -0.242850
  midpoint: -0.216102 -0.220274
  M2: -0.182427 -0.193386
  pair outer: -0.176481 -0.188610
  pair inner: -0.188632 -0.198326
Set: net charge (e), axial dipole about M1 (e bohr)
  intact: 0.00 0.1236
  deleted: 0.18 0.1236
  shift: 0.00 0.1236
  redistributed: 0.00 0.0618
  RCD: 0.00 0.1236
Set: change of D from bare, first-order part (hartree)
  intact: 0.009228 0.009561
  deleted: -0.034395 -0.034152
  shift: 0.009521 0.009759
  redistributed: 0.005166 0.005247
  RCD: 0.010169 0.010494
Set: polarization energy of neutral, anion (hartree)
  intact: -0.003897 -0.004230
  deleted: -0.000916 -0.001159
  shift: -0.001250 -0.001488
  redistributed: -0.000651 -0.000732
  RCD: -0.002585 -0.002910
Set: D (hartree), error against full (hartree), (kJ/mol)
  intact: 0.645254 0.012222 32.1
  deleted: 0.601631 -0.031401 -82.4
  shift: 0.645547 0.012515 32.9
  redistributed: 0.641192 0.008160 21.4
  RCD: 0.646195 0.013163 34.6
Shift, pair separation halved: D changes 8.8e-07 hartree
RCD slope, energies and quadrature (hartree): 0.010494 0.010494
Far error ratio shift/RCD: 1.999
Charges moved away: M1 to oxygen 103.8 bohr
  deleted, -Q/R (hartree): -0.001716 -0.001734
  RCD (hartree): 0.0000117
```
